\section*{From Caldeira-Leggett to Kramers: lost positivity and the least position diffusion}

\section*{Question}

I am working with the Caldeira--Leggett master equation for a damped oscillator, $H=p^2/2m+m\omega^2x^2/2$. In atomic units ($\hbar=1$), with $T$ standing for the thermal energy $kT$, it reads
\begin{equation}
\dot\rho=-i[H,\rho]-i\gamma[x,\{p,\rho\}]-D_{pp}[x,[x,\rho]],\qquad D_{pp}=2m\gamma T .
\label{cl}
\end{equation}
The mean momentum is damped at the rate $2\gamma$ in this convention. I am told that the Wigner transform gives the classical Kramers equation, which keeps a positive distribution positive. I am also told that (\ref{cl}) is not of Lindblad form and can produce negative probabilities. How can both be true? Is there a definite state for which it goes wrong? And if I add a position-diffusion term $-D_{xx}[p,[p,\rho]]$ and leave the other coefficients alone, how large must $D_{xx}$ be?

\section*{Answer}

Both statements are true, because a positive Wigner function does not guarantee a positive density operator. I carry $D_{xx}$ along from the start; setting it to zero recovers your equation.

\subsection*{The Wigner transform}

Define
\begin{equation}
W(x,p)=\frac1{2\pi}\int dy\,e^{-ipy}\rho(a,b),\qquad a=x+\tfrac y2,\quad b=x-\tfrac y2 .
\end{equation}
In the position representation $p\rho\to-i\partial_a\rho$ and $\rho p\to+i\partial_b\rho$. Also $\partial_x=\partial_a+\partial_b$ and $\partial_y=\frac12(\partial_a-\partial_b)$. Four rules follow:
\begin{align}
[x,\rho]&=y\rho\;\to\; i\partial_pW, & \{x,\rho\}&=2x\rho\;\to\;2xW,\\
[p,\rho]&=-i\partial_x\rho\;\to\;-i\partial_xW, & \{p,\rho\}&=-2i\partial_y\rho\;\to\;2pW .
\end{align}
The first uses $ye^{-ipy}=i\partial_pe^{-ipy}$. The last uses an integration by parts, which gives $2i(-ip)=2p$.

Since $[p^2,\rho]=[p,\{p,\rho\}]$ and $[x^2,\rho]=[x,\{x,\rho\}]$, the terms become
\begin{align}
-\tfrac{i}{2m}[p^2,\rho]&\to-\tfrac{i}{2m}(-i\partial_x)(2pW)=-\tfrac pm\partial_xW,\\
-\tfrac{i}{2}m\omega^2[x^2,\rho]&\to-\tfrac i2m\omega^2(i\partial_p)(2xW)=m\omega^2x\,\partial_pW,\\
-i\gamma[x,\{p,\rho\}]&\to-i\gamma(i\partial_p)(2pW)=2\gamma\,\partial_p(pW).
\end{align}
The double commutators give $-D_{pp}(i\partial_p)^2W=D_{pp}\partial_p^2W$ and $-D_{xx}(-i\partial_x)^2W=D_{xx}\partial_x^2W$. Therefore
\begin{equation}
\partial_tW=-\frac pm\partial_xW+m\omega^2x\,\partial_pW+2\gamma\partial_p(pW)+D_{pp}\partial_p^2W+D_{xx}\partial_x^2W .
\label{kramers}
\end{equation}
For $D_{xx}=0$ this is the Kramers equation, with no approximation beyond those already in (\ref{cl}). The Boltzmann distribution $W_B\propto e^{-H/T}$ is then stationary. The Hamiltonian terms cancel on any function of $H$, and $pW_B+mT\partial_pW_B=0$ removes the bath terms.

Quantum mechanics has not disappeared. It survives in the restriction on which functions $W$ may represent a state.

\subsection*{The restriction on second moments}

Take a centred state with $\sigma_{xx}=\langle x^2\rangle$, $\sigma_{pp}=\langle p^2\rangle$ and $\sigma_{xp}=\frac12\langle xp+px\rangle$. If $\rho$ is positive, then $\langle A^\dagger A\rangle\ge0$ for $A=x+\lambda p$ with any complex $\lambda$. Using $xp-px=i$,
\begin{equation}
\sigma_{xx}+2\,\mathrm{Re}\lambda\,\sigma_{xp}+|\lambda|^2\sigma_{pp}-\mathrm{Im}\lambda\ge0 .
\end{equation}
The choice $\mathrm{Re}\lambda=-\sigma_{xp}/\sigma_{pp}$, $\mathrm{Im}\lambda=1/(2\sigma_{pp})$ gives
\begin{equation}
\Delta\equiv\sigma_{xx}\sigma_{pp}-\sigma_{xp}^2\ge\tfrac14 .
\end{equation}
A pure Gaussian has $\Delta=\frac14$, so it sits on the boundary.

Multiply (\ref{kramers}) by $x^2$, $xp$ and $p^2$ and integrate by parts:
\begin{align}
\dot\sigma_{xx}&=2\sigma_{xp}/m+2D_{xx},\nonumber\\
\dot\sigma_{xp}&=\sigma_{pp}/m-m\omega^2\sigma_{xx}-2\gamma\sigma_{xp},\label{mom}\\
\dot\sigma_{pp}&=-2m\omega^2\sigma_{xp}-4\gamma\sigma_{pp}+2D_{pp}.\nonumber
\end{align}
In $\dot\Delta=\dot\sigma_{xx}\sigma_{pp}+\sigma_{xx}\dot\sigma_{pp}-2\sigma_{xp}\dot\sigma_{xp}$ the terms with $1/m$ and with $\omega^2$ cancel, leaving
\begin{equation}
\dot\Delta=-4\gamma\Delta+2D_{pp}\sigma_{xx}+2D_{xx}\sigma_{pp}.
\label{det}
\end{equation}
Friction shrinks the occupied phase-space area, and diffusion must make up for it.

\subsection*{A squeezed state that fails}

Set $D_{xx}=0$ and start from a pure Gaussian with position variance $\sigma$. Equation (\ref{det}) gives
\begin{equation}
\dot\Delta(0)=-\gamma+4m\gamma T\sigma=\gamma\left(\frac{\sigma}{\sigma_c}-1\right),\qquad
\sigma_c=\frac1{4mT}\;\left(=\frac{\hbar^2}{4mkT}\right).
\end{equation}
Every pure Gaussian with $\sigma<\sigma_c$ therefore violates the uncertainty relation at once. Momentum diffusion raises $\sigma_{pp}$ at the same rate $2D_{pp}$ for every packet, but its contribution to $\dot\Delta$ is $2D_{pp}\sigma$, which is too small to offset friction when the packet is narrow. The threshold $\sigma_c$ refers to the initial rate for Gaussians only, and width alone does not make a state safe. With the numbers used below, the first excited state of the oscillator has variance $30\sigma_c$, yet it acquires a negative eigenvalue of about $-1\times10^{-4}$ after 0.5 fs and $-5.5\times10^{-4}$ after 5 fs.

The negative probability can be displayed. A Gaussian $\rho$ is related by a linear canonical transformation, which is unitary, to $\sum_n(1-r)r^n|n\rangle\langle n|$. Its mean $\langle n+\frac12\rangle=\frac12(1+r)/(1-r)$ must equal $\nu=\sqrt\Delta$. Hence $r=(\nu-\frac12)/(\nu+\frac12)$, and the eigenvalues are
\begin{equation}
\lambda_n=\frac{(\nu-\frac12)^n}{(\nu+\frac12)^{n+1}} .
\end{equation}
The series is analytic for $|r|<1$, so the result also holds for $0<\nu<\frac12$, where $\lambda_1<0$. All this time $W$ is an ordinary positive Gaussian. Near $\nu=\frac12$, $\lambda_1\simeq\nu-\frac12\simeq\Delta-\frac14$, so $\dot\Delta(0)$ is also the initial rate of change of the first excited population.

\subsection*{How deep and how long}

Let $\omega,\gamma\ll T$, take an unchirped packet ($\sigma_{xp}=0$ at $t=0$) and fix $s=\sigma/\sigma_c$ between 0 and 1. Over times of order $1/T$ the packet spreads freely to leading order, $\sigma_{xx}=\sigma+t^2/(4m^2\sigma)$. Put this and $\Delta\simeq\frac14$ on the right of (\ref{det}). With $4m^2\sigma\sigma_c=s/(4T^2)$,
\begin{equation}
\dot\Delta\simeq\gamma\left[-(1-s)+\frac{4T^2t^2}{s}\right],\qquad
\Delta-\frac14\simeq\gamma\left[-(1-s)t+\frac{4T^2t^3}{3s}\right].
\end{equation}
The minimum lies at
\begin{equation}
t_*=\frac{\sqrt{s(1-s)}}{2T},\qquad \Delta(t_*)-\frac14=-\frac{\gamma}{3T}\,s^{1/2}(1-s)^{3/2},
\end{equation}
and $\Delta$ returns to $\frac14$ at $\sqrt3\,t_*$. Among unchirped packets the deepest violation occurs at $s=\frac14$, and the latest return, $\sqrt3/(4T)$, at $s=\frac12$. A chirped packet that focuses to its least variance $s\sigma_c$ at a later time $t_0$ does worse, because $\dot\Delta$ is even in $t-t_0$. The choice $t_0=t_*$ (initial variance $\sigma_c$) doubles the depth. The choice $t_0=\sqrt3\,t_*$ doubles the return time, up to $\sqrt3/(2T)$ at $s=\frac12$ (initial variance $2\sigma_c$). With the numbers below these extremes are $-0.0084\,\hbar^2$ and 11.4 fs.

This time scale points to the neglected memory of the bath. The quantum noise of an ohmic bath has a spectrum proportional to $\Omega\coth(\Omega/2T)$, and (\ref{cl}) replaces it by its classical limit $2T$. The poles at $\Omega=\pm2\pi iT,\dots$ give the noise a memory time $1/(2\pi T)$. The violation also scales as $1/T$ and lasts a few memory times, up to $\sqrt3\pi\approx5.4$ of them for Gaussians. On such times a memoryless equation is not justified.

Low temperature is a worse case. With $D_{xx}=0$ the stationary state has $\Delta=T^2/\omega^2$, so for $T<\omega/2$ even the final state is not a quantum state.

\subsection*{The least position diffusion}

\textbf{Necessity.} An unchirped pure Gaussian has $\sigma_{pp}=1/(4\sigma)$, so
\begin{equation}
\dot\Delta(0)=-\gamma+2D_{pp}\sigma+\frac{D_{xx}}{2\sigma}\ge-\gamma+2\sqrt{D_{pp}D_{xx}},
\end{equation}
with equality at $\sigma=\frac12\sqrt{D_{xx}/D_{pp}}$. A chirp $c$ ($\sigma_{xp}=c\sigma$) adds $2D_{xx}c^2\sigma\ge0$ and does not lower the bound. If $D_{xx}\le0$, a small enough $\sigma$ makes the rate negative. Lindblad evolution preserves positivity, so it requires
\begin{equation}
D_{xx}\ge D_{\min}=\frac{\gamma^2}{4D_{pp}}=\frac{\gamma}{8mT}\;\left(=\frac{\hbar^2\gamma}{8mkT}\right).
\label{dmin}
\end{equation}

\textbf{Sufficiency.} Take $L=\alpha x+i\beta p$ with $\alpha=2\sqrt{mT}$ and $\beta=1/(2\sqrt{mT})$, so that $\alpha\beta=1$. The cross terms of $L^\dagger L$ are $i(xp-px)=-1$, hence
\begin{equation}
L\rho L^\dagger-\tfrac12\{L^\dagger L,\rho\}=-\tfrac{\alpha^2}2[x,[x,\rho]]-\tfrac{\beta^2}2[p,[p,\rho]]-i(x\rho p-p\rho x)+\rho .
\end{equation}
For the friction term, use $xp=\frac12(xp+px)+\frac i2$ and $px=\frac12(xp+px)-\frac i2$:
\begin{align}
-i\gamma[x,\{p,\rho\}]&=-i\gamma(xp\rho-\rho px)-i\gamma(x\rho p-p\rho x)\nonumber\\
&=-\tfrac{i\gamma}2[xp+px,\rho]+\gamma\rho-i\gamma(x\rho p-p\rho x).
\end{align}
Since $\gamma\alpha^2/2=D_{pp}$ and $\gamma\beta^2/2=D_{\min}$, the equation with $D_{xx}=D_{\min}$ is
\begin{equation}
\dot\rho=-i\left[H+\tfrac\gamma2(xp+px),\rho\right]+\gamma\left(L\rho L^\dagger-\tfrac12\{L^\dagger L,\rho\}\right),
\end{equation}
which is of Lindblad form. Any surplus $\delta=D_{xx}-D_{\min}>0$ adds $2\delta(p\rho p-\frac12\{p^2,\rho\})$, another Lindblad term. So (\ref{dmin}) is the minimum, with the other coefficients held fixed.

\subsection*{Numbers}

Take round model parameters, with no material implied: the electron mass ($\hbar^2/m=7.620$ eV\,\AA$^2$), $\hbar\omega=0.010$ eV, $\hbar\gamma=0.002$ eV and $kT=0.050$ eV. Then
\begin{equation}
\sigma_c=\frac{7.620}{4\times0.050}=38.10\ \text{\AA}^2,
\end{equation}
a width of 6.17 \AA\ (11.66 bohr). Start at the deepest unchirped case, $s=\frac14$: variance 9.525 \AA$^2$, width 3.09 \AA.

The leading-order formulas predict a minimum at 2.85 fs with $\Delta-\frac14=-0.00433\,\hbar^2$. The moment equations (\ref{mom}) give 2.84 fs and $-0.00426\,\hbar^2$, with return at 4.95 fs. The memory time $\hbar/(2\pi kT)$ is 2.10 fs. Evolving the density matrix itself in a number basis to 2.84 fs gives a lowest eigenvalue of $-0.00432$, in agreement with $\lambda_1$, and a largest eigenvalue of 1.0043: a probability above one.

The repair needs
\begin{equation}
D_{\min}=\frac{7.620}{8\times0.050}\,\text{\AA}^2\times\gamma=0.0579\ \text{\AA}^2/\text{fs}\quad(0.00500\ \text{atomic units}),
\end{equation}
where $\gamma=0.00304$ fs$^{-1}$. A numerical search over squeezed and chirped states finds the same value. The uncertainty measure $\sqrt\Delta/\hbar$ then evolves as follows.

\begin{center}
\begin{tabular}{ccc}
$t$ (fs) & $D_{xx}=0$ & $D_{xx}=D_{\min}$\\
0 & 0.5000 & 0.5000\\
1 & 0.4978 & 0.5008\\
3 & 0.4957 & 0.5046\\
5 & 0.5002 & 0.5145\\
8 & 0.5271 & 0.5480
\end{tabular}
\end{center}

With $D_{\min}$ the lowest eigenvalue at 2.84 fs is zero to numerical accuracy. Half of $D_{\min}$ is not enough: a packet of variance 19.05 \AA$^2$ reaches an eigenvalue of $-0.00049$ after 0.66 fs.

\subsection*{What the repair costs}

Integrating (\ref{kramers}) over $p$ shows that the position density now has an extra diffusive current $-D_{xx}\partial_xn$, besides the one carried by the momentum. The stationary solution of (\ref{mom}) at $D_{\min}$ is $\sigma_{xp}=-mD_{\min}$ and
\begin{align}
\frac{\sigma_{pp}}m&=\frac{D_{pp}+m^2\omega^2D_{\min}}{2\gamma m}=T\left[1+\frac{\omega^2}{16T^2}\right],\\
m\omega^2\sigma_{xx}&=\frac{\sigma_{pp}}m+2\gamma mD_{\min}=T\left[1+\frac{\omega^2}{16T^2}+\frac{\gamma^2}{4T^2}\right].
\end{align}
At weak coupling the canonical value of both is $\frac\omega2\coth\frac\omega{2T}\simeq T[1+\omega^2/(12T^2)]$. The example gives 0.050125 eV and 0.050145 eV, against the canonical 0.050167 eV. The added term $\omega^2/(16T^2)$ thus has the order of the quantum correction at vanishing coupling, but not its coefficient. At finite coupling an ohmic bath also shifts $\langle p^2\rangle$ at first order in $\gamma$, by an amount that grows with the logarithm of the bath cutoff. Here that shift is the larger effect: with a Drude cutoff at $20\,kT/\hbar$, $\langle p^2\rangle/m$ is about 0.0526 eV. The repaired equation does not contain it.

For a free particle ($\omega=0$), $\sigma_{pp}\to mT$ and $\sigma_{xp}\to T/(2\gamma)$, so the long-time diffusion constant is $T/(2m\gamma)+D_{\min}$. The relative change is $(\gamma/2T)^2=4\times10^{-4}$ here. For $T\gg\omega,\gamma$ the repair thus changes these long-time quantities only slightly. At times comparable with $\hbar/kT$ it does matter: in the table at 8 fs it raises $\sqrt\Delta/\hbar$ from 0.5271 to 0.5480. It guarantees legitimate density operators, but not correct dynamics at short times or low temperature. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Wigner test: largest mismatch 1.3e-06, largest rate 1.040 (dimensionless)
hbar*omega = 0.010 eV
hbar*gamma = 0.002 eV
thermal energy kT = 0.050 eV
hbar^2/m for the electron mass = 7.6200 eV angstrom^2
hbar*omega/kT = 0.200, hbar*gamma/kT = 0.040
critical variance = 38.100 angstrom^2
critical width = 6.173 angstrom = 11.664 bohr
initial variance = 9.525 angstrom^2
initial width = 3.086 angstrom
initial kinetic energy = 0.1000 eV
initial leak rate, Dxx = 0: -0.002279 1/fs
initial leak rate, Dxx = Dmin: 0.000760 1/fs
time of lowest det = 2.840 fs
leading-order estimate of that time = 2.850 fs
time of return to det = 1/4: 4.950 fs
leading-order estimate of return = 4.937 fs
bath memory time hbar/(2 pi kT) = 2.095 fs
lowest det - 1/4 = -0.004263 hbar^2 (leading order -0.004330)
lowest eigenvalue, Dxx = 0, density matrix: -0.004318
same eigenvalue from the Gaussian formula: -0.004318
largest eigenvalue, Dxx = 0: 1.004300
two largest eigenvalues, Dxx = Dmin: 0.995893, 0.004090
lowest eigenvalue, Dxx = Dmin: -4.3e-16 (numerical zero)
lowest eigenvalue, Dxx = Dmin/2, variance 19.050 angstrom^2, t = 0.658 fs: -0.000485
time (fs) | variance (angstrom^2), Dxx=0 | sqrt(det)/hbar, Dxx=0 | same, Dxx=Dmin
  0.0 | 9.525 | 0.50000 | 0.50000
  1.0 | 13.022 | 0.49782 | 0.50084
  2.0 | 23.441 | 0.49622 | 0.50220
  3.0 | 40.666 | 0.49574 | 0.50460
  5.0 | 95.057 | 0.50022 | 0.51450
  8.0 | 224.575 | 0.52707 | 0.54801
Dmin, formula = 0.05788 angstrom^2/fs = 0.00500 atomic units
Dmin, search over squeezed states = 0.05788 angstrom^2/fs
Einstein diffusion of the free particle = 144.71 angstrom^2/fs
Dmin / Einstein value = 4.00e-04
stationary <p^2>/m, Dxx = Dmin: 0.050125 eV
stationary m omega^2 <x^2>, Dxx = Dmin: 0.050145 eV
stationary <xp+px>/2, Dxx = Dmin: -0.005000 hbar
canonical <p^2>/m, weak coupling: 0.050167 eV
\end{verbatim}
